# Predicting Channel Mobility at 400 K from Two Measurements

**Question.** The electrons in a transistor channel have a low-field mobility of 10000 cm²/Vs at 10 K and 2000 cm²/Vs at 300 K. The optical phonons that scatter them have energy $E_{ph}=92$ meV. Sheet density, effective mass and the shape of the channel wavefunction are taken to be the same at all temperatures. Parts (a) to (d) build a prediction for 400 K; parts (e) to (g) examine how far it can be trusted.

Throughout, $e$ is the positive elementary charge, $m$ the effective mass, $k_B$ Boltzmann's constant and $x=E_{ph}/k_BT$. Signs are chosen so that force and drift velocity are both positive.

## (a) Adding scattering mechanisms

*Two independent mechanisms randomise the electron velocity, with mean times $\tau_1$ and $\tau_2$ between collisions. Find the mobility, and state when the result can fail.*

**Answer.** In a short time $dt$ an electron is scattered by the first mechanism with probability $dt/\tau_1$ and by the second with probability $dt/\tau_2$. The chance that both act is of order $dt^2$ and drops out as $dt\to0$. The total collision rate is therefore

$$\frac1\tau=\frac1{\tau_1}+\frac1{\tau_2}.$$

Each collision leaves a velocity that is zero on average, so collisions remove mean momentum $p$ at the rate $p/\tau$. A field $F$ supplies momentum at the rate $eF$:

$$\frac{dp}{dt}=eF-\frac p\tau .$$

In the steady state $p=eF\tau$. The drift velocity is $v=p/m=eF\tau/m$, and the mobility is

$$\mu=\frac vF=\frac{e\tau}{m}.$$

Let $\mu_i=e\tau_i/m$ be the mobility with mechanism $i$ alone. Multiplying the sum of rates by $m/e$ gives Matthiessen's rule:

$$\frac1\mu=\frac1{\mu_1}+\frac1{\mu_2}.$$

The derivation used one pair of times for all electrons. If the times depend on energy, the rule can fail. Suppose two groups of electrons contribute with equal weight. Mechanism 1 scatters them at rates 1 and 3 per picosecond, mechanism 2 at rates 3 and 1. Either mechanism alone gives a mean time of $\frac12(1+\frac13)=\frac23$ ps, so the rule predicts a combined time of $1/(\frac32+\frac32)=\frac13$ ps. In fact both groups scatter at 4 per picosecond, and the time is $\frac14$ ps. Here the rule overestimates the mobility by a third.

## (b) How phonon scattering depends on temperature

*Find the mean number $N$ of quanta in a phonon mode. Explain why the scattering rate of a slow electron is proportional to $N$.*

**Answer.** A mode holding $n$ quanta has energy $nE_{ph}$ above its ground state. With $q=e^{-x}$, its thermal probability is $P_n=(1-q)q^n$, because $\sum_n q^n=1/(1-q)$. Differentiating this sum and multiplying by $q$ gives $\sum_n nq^n=q/(1-q)^2$. Hence

$$N=\sum_n nP_n=\frac{q}{1-q}=\frac1{e^{x}-1}.$$

The electron couples to the lattice displacement, which is linear in the operators $a$ and $a^\dagger$ that remove and add one quantum. Since

$$a|n\rangle=\sqrt n\,|n-1\rangle,\qquad a^\dagger|n\rangle=\sqrt{n+1}\,|n+1\rangle,$$

the squared matrix element is proportional to $n$ for absorption and to $n+1$ for emission. The thermal averages are $N$ and $N+1$. By Fermi's golden rule, the rates carry these same factors.

An electron whose kinetic energy is below 92 meV cannot emit, because no state lies 92 meV beneath it. It can absorb. In a single parabolic two-dimensional band the density of final states does not depend on energy. If the coupling is also independent of scattering angle, the absorption rate is $WN$ with a constant $W$, and each event randomises the velocity. The simple model applies this rate to all electrons, which gives

$$\mu_{ph}(T)\propto\frac1{N(T)} .$$

Neglecting emission and the occupation of final states are approximations, taken up in part (f).

## (c) Separating the two contributions

*Use the two measured mobilities to find the residual mobility and the phonon-limited mobility at 300 K.*

**Answer.** At 10 K the thermal energy is 0.862 meV, so $x=106.8$ and $N\approx4\times10^{-47}$. Optical phonon absorption is negligible. The measured mobility is then the residual mobility set by interface roughness, impurities and dislocations:

$$\mu_r=10000\ \text{cm}^2/\text{Vs}.$$

Assume that this residual part does not change with temperature. At 300 K, Matthiessen's rule gives

$$\frac1{\mu_{ph}(300)}=\frac1{2000}-\frac1{10000}=\frac{5-1}{10000}=\frac1{2500}\ \frac{\text{Vs}}{\text{cm}^2}.$$

The phonon-limited mobility is 2500 cm²/Vs. Phonons thus provide four fifths of the total scattering rate at 300 K in this model.

## (d) The mobility at 400 K

*Predict the mobility at 400 K. What would follow from scaling the whole 300 K mobility with $1/N$?*

**Answer.** The thermal energies at 300 K and 400 K are 25.85 meV and 34.47 meV. The corresponding ratios are $x=3.559$ and $x=2.669$, so

$$N(300)=0.02931,\qquad N(400)=0.07448,\qquad \frac{N(400)}{N(300)}=2.541 .$$

The temperature rises by a third, but the phonon number grows about two and a half times, because $k_BT$ is still well below $E_{ph}$. Scaling only the phonon part gives

$$\mu_{ph}(400)=\frac{2500}{2.541}=984\ \text{cm}^2/\text{Vs}.$$

The residual part is now restored:

$$\mu(400)=\frac{\mu_r\,\mu_{ph}}{\mu_r+\mu_{ph}}
=\frac{10000\times984}{10984}\approx896\ \text{cm}^2/\text{Vs}.$$

The prediction is roughly 900 cm²/Vs, or 0.09 m²/Vs. In one formula,

$$\frac1{\mu(T)}=\frac1{\mu_r}+\left(\frac1{\mu(300)}-\frac1{\mu_r}\right)\frac{N(T)}{N(300)} .$$

The addition of rates was tested by simulating two million free flights, each ended by whichever of two random collision clocks acted first. With clocks corresponding to 10000 and 984 cm²/Vs, the simulated mobility was 895 cm²/Vs. Two standard errors of the simulation amount to about 0.2% of the mobility.

Dividing the whole 300 K mobility by 2.541 gives 787 cm²/Vs, which is 12% below 896. That procedure multiplies the residual rate by 2.541 as well, although the model holds it fixed.

## (e) Sensitivity to channel temperature

*Derive the logarithmic slope $d\ln\mu/d\ln T$. Evaluate it at 400 K and discuss its low- and high-temperature limits.*

**Answer.** Only the phonon term in $1/\mu$ varies with temperature, and it is proportional to $N$. Therefore

$$\frac{d(1/\mu)}{d\ln T}=\frac1{\mu_{ph}}\frac{d\ln N}{d\ln T}.$$

Because $d(1/\mu)=-(1/\mu)\,d\ln\mu$,

$$\frac{d\ln\mu}{d\ln T}=-\frac{\mu}{\mu_{ph}}\frac{d\ln N}{d\ln T}.$$

To find the last factor, differentiate $N=(e^x-1)^{-1}$:

$$\frac{dN}{dx}=-\frac{e^x}{(e^x-1)^2}=-N(1+N),$$

where $1+N=e^x/(e^x-1)$ was used. Since $x\propto1/T$, $dx/d\ln T=-x$. The two minus signs cancel, so $d\ln N/d\ln T=x(1+N)$ and

$$\frac{d\ln\mu}{d\ln T}=-\frac{\mu}{\mu_{ph}}\,x(1+N).$$

At 400 K this is

$$-\frac{896}{984}\times2.669\times1.0745\approx-2.61 .$$

Near 400 K the mobility falls roughly as $T^{-2.6}$. A channel 10 K hotter than assumed has a predicted mobility of 840 cm²/Vs, a reduction of 6.2%. Self-heating therefore matters when a prediction is compared with an operating device.

At low temperature $\mu_{ph}$ grows without limit, the ratio $\mu/\mu_{ph}$ vanishes exponentially, and the slope tends to zero: the mobility levels off at $\mu_r$. In the formal high-temperature limit $N\to1/x$, so $x(1+N)\to1$. Phonons then dominate, $\mu/\mu_{ph}\to1$, and the slope tends to $-1$. This second limit belongs to the formula, not to a reliable description of the channel, because many electrons would then have enough energy to emit phonons.

## (f) Phonon emission and filled states

*Include emission and the Pauli principle for isotropic phonon scattering in one parabolic two-dimensional band. How does the prediction change for a dilute and for a dense electron gas, if the 300 K mobility is held at its measured value?*

**Answer.** Let $f(E)$ be the equilibrium occupation, and write $f_\pm=f(E\pm E_{ph})$. Consider a state of energy $E$ with occupation $g$. Exchange with the states above it changes $g$ at the rate

$$-WN g(1-f_+)+W(N+1)(1-g)f_+ .$$

The first term is absorption out of the state; the second is emission into it. A drift disturbance $\delta g$ has opposite signs for opposite directions of motion, so the disturbances of the partner states cancel when summed over angle. The coefficient of $-\delta g$ is

$$W[N(1-f_+)+(N+1)f_+]=W(N+f_+).$$

Exchange with the states below likewise contributes

$$W[(N+1)(1-f_-)+Nf_-]=W(N+1-f_-),$$

provided that $E\ge E_{ph}$. The relaxation rate is therefore

$$\frac1{\tau(E)}=\frac1{\tau_r}+W(N+f_+)+\Theta(E-E_{ph})\,W(N+1-f_-),$$

where $\tau_r=m\mu_r/e$ is assumed not to depend on energy, and $\Theta$ is 1 for a non-negative argument and 0 otherwise. Real impurity and roughness scattering generally does depend on energy, which this calculation leaves out.

In a steady field, the force term balances relaxation: $eFv_x f'(E)=-\delta g/\tau$. Thus $\delta g=eF\tau v_x(-f')$. The mean velocity is the sum of $v_x\delta g$ divided by the sum of $f$. In two dimensions the angular average of $v_x^2$ is $v^2/2=E/m$, and the constant density of states cancels:

$$\mu=\frac em\,\frac{\int_0^\infty \tau E(-f')\,dE}{\int_0^\infty f\,dE}
=\frac em\,\frac{\int_0^\infty \tau E(-f')\,dE}{\int_0^\infty E(-f')\,dE}.$$

The second form follows by integrating the denominator by parts. Mobility is an average of $\tau$ with weight $E(-f')$.

**Dilute gas.** Here $f\ll1$ and $-f'\propto e^{-E/k_BT}$. The fraction of the weight carried by electrons able to emit is

$$w=\int_x^\infty ue^{-u}\,du=(1+x)e^{-x},$$

which is 0.130 at 300 K and 0.254 at 400 K. With $G=W\tau_r$,

$$\frac{\mu}{\mu_r}=\frac{1-w}{1+GN}+\frac{w}{1+G(2N+1)} .$$

Requiring $\mu/\mu_r=0.2$ at 300 K gives $G\approx115$. At 400 K,

$$\frac{\mu}{\mu_r}\approx\frac{0.746}{9.57}+\frac{0.254}{133}\approx0.080 .$$

The full average at $10^{10}$ cm⁻² gives 798 cm²/Vs, 11% below the simple prediction. Electrons above 92 meV lose their drift quickly by emission and carry little current; their share of the weight nearly doubles between 300 K and 400 K. With emission switched off, the same calculation returns 896 cm²/Vs, as the simple model requires. The sharp threshold at 92 meV is an idealisation: for a mass of 0.2 electron masses, $G\approx115$ implies a level width $\hbar W\approx67$ meV for emitting electrons, which is not small beside the phonon energy.

**Dense gas.** Take $m=0.2$ electron masses and a sheet density $n=10^{13}$ cm⁻². With two spins and one valley the density of states is $m/\pi\hbar^2$, so the zero-temperature Fermi energy is

$$E_F=\frac{\pi\hbar^2n}{m}\approx120\ \text{meV}.$$

This exceeds 92 meV, so an electron at the Fermi energy can emit if it finds an empty state below. The full average, refitted at 300 K, gives 1015 cm²/Vs at 400 K, 13% above the simple prediction.

Part of this rise can be traced by considering an electron at the chemical potential. There $f_+=1-f_-=1/(e^x+1)$, so both phonon terms equal

$$W\left(\frac1{e^x-1}+\frac1{e^x+1}\right)=\frac{2We^x}{e^{2x}-1}=\frac W{\sinh x}.$$

Their sum grows by a factor of $\sinh(3.559)/\sinh(2.669)\approx2.44$ from 300 K to 400 K, less than the factor 2.541 for $N$. Used alone, this smaller factor gives

$$\mu(400)\approx\left(\frac{2.44}{2500}+\frac1{10000}\right)^{-1}\approx930\ \text{cm}^2/\text{Vs}.$$

The further rise to 1015 comes from averaging over electrons away from the chemical potential, which this one-energy estimate leaves out. The two densities shift the prediction in opposite directions, so no single correction for emission serves both. For this mass the shift changes sign near $5\times10^{12}$ cm⁻².

## (g) Acoustic phonons and a real channel

*Suppose acoustic phonons alone would limit the mobility to 10000 cm²/Vs at 300 K. Refit the model and compare its assumptions with a real wide-gap channel.*

**Answer.** For an acoustic phonon of energy $\epsilon\ll k_BT$, absorption and emission are both possible for most electrons. Their combined weight is $2N_{ac}+1\approx2k_BT/\epsilon$, where $N_{ac}$ is the acoustic phonon number. The rate is thus nearly linear in $T$. For a 1 meV mode, the thermal sum grows by a factor of 1.333 from 300 K to 400 K, in agreement with $400/300$.

Work with inverse mobilities in units of $10^{-4}$ Vs/cm². The linear law gives acoustic contributions of 0.033 at 10 K, 1 at 300 K and 1.333 at 400 K. The measured totals are 1 at 10 K and 5 at 300 K. The residual part is therefore $1-0.033=0.967$, and the optical part at 300 K is

$$5-0.967-1=3.033 .$$

At 400 K the total becomes

$$0.967+1.333+2.541\times3.033\approx10.01,$$

so $\mu\approx1000$ cm²/Vs, 12% above the simple prediction. Both anchors are unchanged, but some of the scattering formerly assigned to optical phonons now grows by a factor of 1.333 instead of 2.541.

The linear law is not justified at 10 K, where $k_BT$ is itself below 1 meV. This hardly affects the answer: dropping the acoustic term at 10 K changes the 400 K result by only about 0.5%. The size of the acoustic share matters more. Two measurements fix two coefficients and cannot determine this third one; a mobility at an intermediate temperature would help to do so.

These parameters lie in the rough regime of a gallium nitride heterostructure channel, for which a phonon energy near 92 meV, a mass near 0.2 electron masses and a density near $10^{13}$ cm⁻² are typical. A mobility of 2000 cm²/Vs at room temperature is towards the high end for such channels. Real channels break the assumption that optical absorption supplies all the added scattering: the trial acoustic share moves the result up by 12%, and emission with filled states moves it up by 13% at the stated density. These shifts were computed separately and need not simply add. With both effects in one average and the 300 K mobility refitted, the result is about 1125 cm²/Vs, 26% above the simple prediction. The angular dependence and screening of polar scattering, higher subbands, nonparabolicity and changes of density with temperature are left out. The angular dependence is not a small omission: a polar coupling that favours small scattering angles, refitted at 300 K, moves the dense-gas result from 1015 to between about 1050 and 1130 cm²/Vs, depending on channel width and screening.

For design at fixed sheet density, the low-field sheet resistance $1/(en\mu)$ rises by a factor of $2000/896\approx2.2$ between 300 K and 400 K in the simple model, and by $2000/1015\approx2.0$ in the dense-gas calculation of part (f). This does not determine the current at high field, where the drift velocity is no longer proportional to the field. For the dense channel, both corrections computed here raise the mobility, together by about a quarter with the trial acoustic share. At $10^{13}$ cm⁻² the estimate of 900 cm²/Vs is therefore a first approximation that these effects would increase, not the centre of a symmetric error range. In a channel depleted below about $5\times10^{12}$ cm⁻², the emission correction lowers it instead.

## Table of computed values

```
Input mobility at 10 K: 10000 cm2/Vs
Input mobility at 300 K: 2000 cm2/Vs
Phonon energy: 92 meV
Thermal energy at 10 K: 0.86173 meV
Phonon energy / thermal energy at 10 K: 106.76
Phonon number at 10 K: 4.306e-47 (dimensionless)
Thermal energy at 300 K: 25.852 meV
Phonon energy / thermal energy at 300 K: 3.5587
Phonon number at 300 K: 0.02931 (dimensionless)
Thermal energy at 400 K: 34.469 meV
Phonon energy / thermal energy at 400 K: 2.669
Phonon number at 400 K: 0.07448 (dimensionless)
Phonon number ratio 400 K / 300 K: 2.541 (dimensionless)
Phonon mobility at 300 K: 2500 cm2/Vs
Phonon mobility at 400 K: 983.8 cm2/Vs
Predicted mobility at 400 K: 895.7 cm2/Vs
Predicted mobility at 400 K in SI: 0.08957 m2/Vs
Collision simulation at 300 K: 1998 cm2/Vs
Collision simulation at 400 K: 895.4 cm2/Vs
Wrong scaling of total mobility: 787 cm2/Vs
Logarithmic temperature slope at 400 K: -2.611
Predicted mobility at 410 K: 840.1 cm2/Vs
Change from 400 K to 410 K: -6.2 %
Model mass: 0.2 electron masses
Dense sheet density: 1e+13 cm-2
Dense zero-temperature Fermi energy: 119.7 meV
Dilute sheet density: 1e+10 cm-2
Dilute, absorption only, 400 K: 895.9 cm2/Vs
Dilute, with emission, 400 K: 798 cm2/Vs
Shift for dilute gas with emission: -10.9 %
Dense, emission and filling, 400 K: 1015 cm2/Vs
Shift for dense gas: 13.3 %
Trial acoustic mobility at 300 K: 10000 cm2/Vs
Acoustic rate ratio 400 K / 300 K, 1 meV mode: 1.3333
With acoustic share, 400 K: 999.2 cm2/Vs
Shift for acoustic share: 11.6 %
```
